# Square-Root Dispersion of the Plasmon in a Two-Dimensional Electron Sheet

## Result and range of use

A thin sheet of electrons with areal density $n$ and in-plane mass $m$, inside a uniform medium of permittivity $\kappa$, carries a density wave of wavevector $q$ and frequency

$$\omega=\sqrt{aq},\qquad a=\frac{2\pi n}{\kappa m}. \tag{1}$$

This is in Hartree atomic units, where $\hbar$, the electron charge magnitude and the free-electron mass are one. In SI units, with $m$ in kilograms and $\kappa$ the relative permittivity,

$$\omega^2=\frac{ne^2q}{2\varepsilon_0\kappa m}.$$

The law holds when the wave is

- long compared with the Fermi wavelength and the sheet thickness;
- fast compared with the electrons, $\omega\gg qv_F$, and with collisions, $\omega\tau\gg1$;
- slow compared with light in the medium, so that the field is electrostatic (nonretarded).

The conditions on collisions and on the speed of light fail as $q\to0$, while $\omega\gg qv_F$ holds ever better. The square root is therefore the small-$q$ law of the collisionless, nonretarded model. In a real sheet it describes an intermediate range of $q$. The corrections toward larger $q$ and the limits at small $q$ are estimated below.

## Derivation

**Potential.** Let the sheet be the plane $z=0$, with a fixed positive background that neutralizes it at rest. All perturbations vary as $e^{iqx-i\omega t}$ with $q>0$. A charge wave of amplitude $\sigma$ per unit area produces a potential obeying

$$\kappa\nabla^2\phi=-4\pi\sigma e^{iqx}\delta(z).$$

Off the sheet this is Laplace's equation, so $\phi''(z)=q^2\phi$. The solution that decays on both sides is $\phi=\Phi e^{-q|z|}e^{iqx}$. Integrating across $z=0$ gives the jump in slope:

$$\kappa(-q\Phi-q\Phi)=-4\pi\sigma
\quad\Rightarrow\quad \Phi=\frac{2\pi\sigma}{\kappa q}. \tag{2}$$

**Motion.** Let $\delta n$ be the change in electron density and $v$ the velocity along $x$. Both are small, so products of them are dropped. Conservation of electrons, $\partial_t\delta n+n\,\partial_xv=0$, becomes

$$-i\omega\,\delta n+iqnv=0\quad\Rightarrow\quad \delta n=\frac{nq}{\omega}v. \tag{3}$$

An electron has charge $-1$, so the force on it is $+\partial_x\phi$. Newton's law gives

$$-i\omega mv=iq\Phi\quad\Rightarrow\quad v=-\frac{q\Phi}{m\omega}. \tag{4}$$

The charge wave is $\sigma=-\delta n$, so (2) reads $\Phi=-2\pi\delta n/(\kappa q)$. The two minus signs cancel in (4), leaving $v=2\pi\delta n/(\kappa m\omega)$. Inserting this in (3),

$$\delta n=\frac{2\pi nq}{\kappa m\omega^2}\,\delta n .$$

A nonzero wave requires $\omega^2=2\pi nq/(\kappa m)$, which is (1).

**Why the frequency vanishes.** A displacement $u$ creates $\delta n=-iqnu$. The factor $1/q$ in (2) cancels this $q$, so the potential amplitude depends on $u$ but not on $q$. The force is its gradient and is proportional to $q$. In a bulk electron gas the potential is $4\pi/(\kappa q^2)$ times the charge density; the additional $1/q$ makes the restoring force independent of $q$ and the frequency finite. In the sheet, the charges of a long wave are far apart and their field spreads into the space above and below.

The phase velocity is $\omega/q=\sqrt{a/q}$. Differentiating $\omega^2=aq$ gives $2\omega\,d\omega/dq=a$, so the group velocity is $a/(2\omega)=\omega/(2q)$, half the phase velocity.

## A check from discrete charges

The law also follows without a continuum potential. Replace the electrons by rigid lines parallel to $y$, with spacing $b$ and $\lambda$ electrons per unit length, so $n=\lambda/b$. A line at distance $r$ repels an electron with force $2\lambda/(\kappa r)$. The uniform background exerts no in-plane force, by symmetry. If line $j$ moves by $u_j=u\cos(jqb)$, the linearized force on an electron of line 0 is

$$-\sum_{j\ne0}\frac{2\lambda}{\kappa}\frac{u_0-u_j}{(jb)^2}=-m\omega^2u .$$

With $\theta=qb$, pairing $j$ and $-j$ gives

$$m\omega^2=\frac{4\lambda}{\kappa b^2}\sum_{j=1}^{\infty}\frac{1-\cos j\theta}{j^2}
=\frac{4\lambda}{\kappa b^2}\left(\frac{\pi\theta}{2}-\frac{\theta^2}{4}\right).$$

The sum follows by integrating the sawtooth series $\sum_j\sin(j\theta)/j=(\pi-\theta)/2$ from zero. Substituting $\theta=qb$ and $\lambda=nb$,

$$\omega^2=\frac{2\pi nq}{\kappa m}\left(1-\frac{qb}{2\pi}\right),$$

which tends to (1) as $b\to0$. Direct summation of the forces, with 400 and 800 lines per period, 1, 2, 4 and 8 waves in the period, and linear extrapolation to zero spacing, gave the exponent 0.500000.

## Worked example

The example is a strained-silicon quantum well between silicon-germanium barriers, with rough typical parameters: $n=5\times10^{11}$ cm$^{-2}$, $m=0.19$, $\kappa=13$, well width $w=10$ nm and temperature 4 K. Two spins and two valleys give a degeneracy $g=4$. The plasmon wavelength is 500 nm.

In atomic units $n=1.4001\times10^{-5}$ and $q=6.6498\times10^{-4}$. Therefore

$$a=\frac{2\pi(1.4001\times10^{-5})}{13\times0.19}=3.562\times10^{-5},$$

$$\omega=\sqrt{(3.562\times10^{-5})(6.650\times10^{-4})}=1.539\times10^{-4}.$$

This is 1.01 THz, or a quantum of 4.19 meV. At a wavelength of 2000 nm the law gives 0.506 THz: four times the wavelength, half the frequency.

## Corrections within the sheet

**Electron motion.** Equation (4) gives all electrons the same velocity. To include their Fermi motion, let each respond to the total electrostatic potential (the random-phase approximation). The mode condition is $1=(2\pi/\kappa q)\chi_0$, where, with energies $E_k=k^2/2m$ and occupations $f_k$,

$$\chi_0=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_k-f_{k+q}}{\omega+E_k-E_{k+q}} .$$

Shift $k\to k-q$ in the second term. With $v_x=k_x/m$ and $\epsilon=q^2/2m$, the factor multiplying $f_k$ becomes

$$\frac1{\omega-qv_x-\epsilon}-\frac1{\omega-qv_x+\epsilon}
=\frac{q^2/m}{(\omega-qv_x)^2-\epsilon^2}.$$

For $q\ll k_F$ the term $\epsilon^2$ is negligible. Expanding in $qv_x/\omega$, the odd term averages to zero and

$$\chi_0=\frac{nq^2}{m\omega^2}\left[1+\frac{3q^2\langle v_x^2\rangle}{\omega^2}+\dots\right].$$

Insert this in the mode condition and use $\omega^2\approx aq$ inside the small term:

$$\omega^2=aq+3\langle v_x^2\rangle q^2+\dots \tag{5}$$

In a filled Fermi disk the mean of $v^2$ is $v_F^2/2$, shared equally by two directions, so $\langle v_x^2\rangle=v_F^2/4$. The relative change of $\omega^2$ is $\tfrac34(qv_F/\omega)^2$. In the example $qv_F/\omega=0.151$, which gives $+1.71\%$; numerical solution of the full random-phase condition gives $+1.72\%$.

**Exchange.** Exchange lowers the energy of a compressed sheet and softens the mode. The exchange energy per area is

$$e_x=-\frac g2\int\!\!\int\frac{d^2k\,d^2k'}{(2\pi)^4}\frac{2\pi}{\kappa|\mathbf k-\mathbf k'|},$$

with both wavevectors inside the Fermi disk. Two such disks displaced by $p=2k_Fs$ overlap in the area $2k_F^2(\arccos s-s\sqrt{1-s^2})$. The double integral of $1/|\mathbf k-\mathbf k'|$ is $2\pi$ times the integral of this area over $p$:

$$2\pi\cdot4k_F^3\int_0^1\!\left(\arccos s-s\sqrt{1-s^2}\right)ds
=2\pi\cdot4k_F^3\left(1-\tfrac13\right)=\frac{16\pi k_F^3}{3}.$$

Hence $e_x=-gk_F^3/(3\pi^2\kappa)$. Since $n=gk_F^2/4\pi$, this varies as $n^{3/2}$, and

$$\frac{d^2e_x}{dn^2}=\frac{3e_x}{4n^2}=-\frac{4}{g\kappa k_F}.$$

In a local-density estimate, this coefficient times $\delta n$ adds to the potential energy $(2\pi/\kappa q)\delta n$. The relative change of $\omega^2$ is the ratio of the two coefficients, $-2q/(\pi gk_F)$. With $q=0.01257$ nm$^{-1}$ and $k_F=0.1253$ nm$^{-1}$ it is about $-1.6\%$, for a sheet of zero thickness. The estimate uses the static exchange energy, in which the Fermi disk stays round. A wave with $\omega\gg qv_F$ deforms the disk along $x$ only, which reduces the exchange shift to $5/6$ of this value, about $-1.3\%$. Both figures use the zero-thickness interaction, but exchange acts at wavevectors of order $k_F$, and here $k_Fw=1.25$. With the density profile and well permittivity used below, the shift is about $-1.2\%$ in the static estimate and $-0.9\%$ for the fast wave, roughly half the effect of motion. Correlation is left out and need not be negligible at this density.

**Thickness.** Let the density profile be $\rho(z)=(2/w)\sin^2(\pi z/w)$ and let it move rigidly along the sheet. The force averaged over the profile contains

$$F=\int\!\!\int\rho(z)\rho(z')e^{-q|z-z'|}dz\,dz'\approx1-q\langle|z-z'|\rangle,$$

and $\omega^2=aqF$. To find the mean separation, put $s=z/w$ and let $G=s-\sin(2\pi s)/2\pi$ be the fraction of charge below $s$. The probability that $s$ lies between two independent points is $2G(1-G)$, so

$$\frac{\langle|z-z'|\rangle}{w}=2\int_0^1G(1-G)\,ds
=2\left(\frac16-\frac1{2\pi^2}-\frac1{8\pi^2}\right)=\frac13-\frac5{4\pi^2}.$$

The three terms come from $s(1-s)$, from $-(1-2s)\sin(2\pi s)/2\pi$ and from $-\sin^2(2\pi s)/4\pi^2$. The full $F$ changes $\omega^2$ by $-2.55\%$ in the example.

The well also has a slightly lower permittivity than its barriers, taken as 11.7. Solving Poisson's equation with the charge on the mid-plane of such a layer gives $+1.25\%$.

With motion at 4 K ($+1.77\%$), these four changes add to roughly $-1\%$ in $\omega^2$, or half that in frequency. The sum treats them as independent small corrections. They are not fully independent: the lower permittivity inside the well strengthens the thickness effect by roughly a tenth, and the thickness weakens exchange. With both couplings included the sum is about $-0.75\%$, and the total remains only an estimate.

## Surface or gate near the sheet

Let the medium end at $z=d$, with permittivity $\kappa'$ beyond. Below the surface the potential gains a reflected part:

$$\phi=\frac{2\pi\sigma}{\kappa q}\left[e^{-q|z|}+Re^{-q(2d-z)}\right]e^{iqx}.$$

Beyond the surface it decays as $e^{-qz}$. Continuity of $\phi$ and of $\kappa\,\partial_z\phi$ at $z=d$ requires $\kappa(1-R)=\kappa'(1+R)$, hence $R=(\kappa-\kappa')/(\kappa+\kappa')$. An ideal metal gate forces $\phi(d)=0$, hence $R=-1$. At the sheet the potential is multiplied by the bracket, so

$$\omega^2=aq\left(1+Re^{-2qd}\right). \tag{6}$$

For air very close to the sheet, $qd\ll1$, the factor becomes $2\kappa/(\kappa+1)$. The square root survives, with $\kappa$ replaced by the average $(\kappa+1)/2$. For a metal gate, also with $qd\ll1$, $1-e^{-2qd}\approx2qd$ and $\omega\approx q\sqrt{2ad}$. The gate screens the long-range field and makes the mode linear in $q$. The speed $\sqrt{2ad}$ is accurate only when it is much larger than $v_F$, so that electron motion remains a correction.

At the example wavelength and $d=200$ nm, air changes $\omega^2$ by $+0.56\%$ and a gate by $-0.66\%$. At 50 nm the changes are $+24.4\%$ and $-28.5\%$; in frequency, about $+12\%$ and $-15\%$.

## Collisions and retardation at small wavevector

**Collisions.** A drag force $-mv/\tau$ replaces $-i\omega$ by $-i\omega+1/\tau$ in (4). One factor $\omega$ in the mode equation becomes $\omega+i/\tau$:

$$\omega\left(\omega+\frac i\tau\right)=aq,\qquad
\omega=-\frac{i}{2\tau}\pm\sqrt{aq-\frac1{4\tau^2}}. \tag{7}$$

Below $q=1/(4a\tau^2)$ both roots are imaginary and the density relaxes without oscillating. For much smaller $q$ the slow root is $\omega\approx-iaq\tau$.

A mobility of $10^5$ cm$^2$/Vs, rough for 4 K, gives $\tau=10.8$ ps and $\omega\tau=68.7$, taking the transport time as the damping time. Damping is then weak at 500 nm. Equation (7) puts the end of oscillation at a wavelength of 9.4 mm.

**Retardation.** For the full Maxwell field, take $H_y=Ae^{-pz}$ above the sheet and $Be^{pz}$ below, with $p^2=q^2-\kappa\omega^2/c^2$. In Gaussian form, Ampère's law gives $E_x=c\,\partial_zH_y/(i\omega\kappa)$. Continuity of $E_x$ requires $B=-A$, so at the sheet $E_x=-cpA/(i\omega\kappa)$. Without collisions the sheet current is $K=inE_x/(m\omega)$. The jump condition $-(A-B)=4\pi K/c$ becomes

$$-2A=-\frac{4\pi npA}{\kappa m\omega^2}
\quad\Rightarrow\quad\omega^2=ap .$$

Squaring, and defining $q_r=a\kappa/c^2$, gives $\omega^4+aq_r\omega^2-a^2q^2=0$. Its positive root is

$$\omega^2=a\left[\sqrt{q^2+\frac{q_r^2}{4}}-\frac{q_r}{2}\right]. \tag{8}$$

For $q\gg q_r$ this is $aq(1-q_r/2q)$, which recovers (1). For $q\ll q_r$ it becomes $\omega=cq/\sqrt\kappa$, the light line. Field matching at $q=0.1q_r$ puts the mode at 0.9951 of the light-line frequency.

In the example $q_r$ corresponds to a wavelength of 13.5 mm, and retardation changes $\omega^2$ at 500 nm by only $-0.002\%$. For the density and mobility chosen here, the limits set by collisions and by retardation happen to lie close together, so at wavelengths near 10 mm both must be kept in one calculation; (7) and (8) each contain one of them. Together they give $\omega(\omega+i/\tau)=ap$, which moves the end of oscillation from 9.4 mm to between 13 and 14 mm.

## Real wells and room temperature

The chosen density and low-temperature mobility are of the order found in good strained-silicon wells. Silicon and germanium are nonpolar, which supports a constant $\kappa$ at terahertz frequencies. In the model the Fermi energy is 3.15 meV and $kT$ at 4 K is 0.345 meV, while the next subband lies 12.3 meV up for infinite barriers. That spacing and the $\sin^2$ profile belong to a flat well. The field of the sheet's own charge is not small: with all the positive charge on one side it reaches about 77 kV/cm. Self-consistent solutions with infinite or 0.18 eV barriers, and with the positive charge on one or both sides, give spacings of about 8 to 15 meV and thickness shifts of $-2.2\%$ to $-3.1\%$. One occupied subband is consistent in all of these cases. The heavy mass, 0.92, is perpendicular to the sheet and enters this spacing, not (1).

A real device can break the assumption of an unbounded medium. Wells a few tens of nanometres below a surface or gate need (6), and the 50 nm figures show the size of the change.

At 300 K the example changes character. A rough mobility of 2000 cm$^2$/Vs gives $\tau=0.216$ ps and $\omega\tau=1.37$. Equation (7) then gives 0.943 THz, a period of 1.06 ps, while the amplitude decays with time constant $2\tau=0.43$ ps. Less than a tenth of the amplitude remains after one period. The leading thermal term in (5) is $+28.9\%$ of $\omega^2$, too large for the first term of an expansion to be accurate, and (7) omits it. A classical kinetic equation with a Maxwell distribution and number-conserving collisions at the same $\tau$ gives about 1.07 THz and a decay time of 0.35 ps, again with less than a tenth of the amplitude left after one period. Also, $kT=25.9$ meV exceeds the subband spacing, so several subbands are occupied. For this sheet and wavelength at room temperature, (1) gives a frequency scale and not a sharp resonance.

The values used here are listed in the numerical output that follows.

## Table of computed values

```
density n = 5.0e+11 cm^-2
in-plane mass = 0.19 m_e; perpendicular = 0.92 m_e
kappa = 13.0; well kappa = 11.7; g = 4
well width = 10 nm
plasmon wavelength = 500 nm
wavevector q = 0.01257 nm^-1
n = 1.4001e-05 bohr^-2; q = 6.6498e-04 bohr^-1
a = 3.5617e-05 atomic units; omega = 1.5390e-04 hartree
omega = 6.3624e+12 rad/s
frequency = 1.013 THz
quantum = 4.188 meV
phase velocity = 5.063e+05 m/s
group velocity = 2.532e+05 m/s
Fermi wavevector = 0.1253 nm^-1
Fermi velocity = 7.636e+04 m/s
Fermi energy = 3.150 meV
q v_F / omega = 0.1508
wavelength nm, sheet law THz, random-phase THz:
  2000  0.5063  0.5074
  1000  0.7160  0.7191
  500  1.0126  1.0212
  250  1.4320  1.4567
exponent from charged lines = 0.500000
motion coefficient from random phase = 0.7500
Changes of omega^2 at the example wavelength:
  electron motion, 0 K, leading = +1.71 %
  electron motion, 0 K, full RPA = +1.72 %
  electron motion, 4 K = +1.77 %
  exchange estimate = -1.60 %
  well thickness = -2.55 %
  well permittivity = +1.25 %
  retardation = -0.00185 %
  air surface at 200 nm = +0.56 %
  metal gate at 200 nm = -0.66 %
  air surface at 50 nm = +24.40 %
  metal gate at 50 nm = -28.46 %
mobility at 4 K = 100000 cm2/Vs
collision time = 10.80 ps
omega tau = 68.7
overdamped beyond wavelength 9.4 mm
wavelength at q_r = 13.5 mm
omega / light line at 0.1 q_r = 0.9951
subband spacing = 12.26 meV
kT at 4 K = 0.345 meV
kT at 300 K = 25.85 meV
mobility at 300 K = 2000 cm2/Vs
collision time at 300 K = 0.216 ps
omega tau at 300 K = 1.37
damped frequency, 300 K = 0.943 THz
thermal motion, 300 K, leading = +28.9 %
omega/(q v_th) at 300 K = 3.27
```
